# Zero-field magnetic resonance of a single-domain iron sphere: test program

```python
"""Zero-field resonance of a uniformly magnetized iron sphere.

Result under test: f = (g muB / h) * (2 K1 / M) for cubic anisotropy K1 > 0.
m  : unit magnetization along the cube axes    M  : magnetization (A/m)
K1 : cubic anisotropy constant (J/m^3)         g  : g factor
The formula is compared with periods measured on the integrated nonlinear
equation of motion dm/dt = -gamma m x B + alpha m x dm/dt, where B is found
by numerical differentiation of the energy. Neglected effects are also sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn

K1 = 48e3
M = 1.71e6
g = 2.0
diameter = 20e-9
temperature = 300.0
exchange = 20e-12      # rough exchange stiffness of iron, J/m
alpha_rough = 0.005    # rough Gilbert damping of iron
g_rough = 2.09         # rough g factor of real iron
muB = const.physical_constants["Bohr magneton"][0]
mu0 = const.mu_0

gamma_ns = g * muB / const.hbar * 1e-9       # rad/(ns T)
ghz_per_tesla = g * muB / const.h * 1e-9
B_A = 2 * K1 / M
f_formula = ghz_per_tesla * B_A              # GHz


def demag_factors(axes):
    """Demagnetizing factors of an ellipsoid from their defining integrals."""
    a = np.array(axes, dtype=float)

    def factor(i):
        def integrand(s):
            return 1 / ((s + a[i]**2) * np.sqrt(np.prod(s + a**2)))
        return np.prod(a) / 2 * quad(integrand, 0, np.inf,
                                     epsabs=1e-12, epsrel=1e-11)[0]
    return np.array([factor(i) for i in range(3)])


def energy_density(m, factors, K2):
    x, y, z = m[0]**2, m[1]**2, m[2]**2
    cubic = K1 * (x * y + y * z + z * x) + K2 * x * y * z
    stray = mu0 * M**2 / 2 * (factors[0]*x + factors[1]*y + factors[2]*z)
    return cubic + stray


def field(m, factors, K2):
    """B = -(1/M) de/dm by complex-step differentiation."""
    step = 1e-30
    slope = np.zeros(3)
    for i in range(3):
        shifted = m.astype(complex)
        shifted[i] += 1j * step
        slope[i] = energy_density(shifted, factors, K2).imag / step
    return -slope / M


def precess(tilt, factors, K2=0.0, alpha=0.0, t_end=8.0):
    """Return measured frequency (GHz) and amplitude decay rate (1/ns)."""
    def rate(t, m):
        cross = np.array([[0, -m[2], m[1]],
                          [m[2], 0, -m[0]],
                          [-m[1], m[0], 0]])
        torque = -gamma_ns * cross @ field(m, factors, K2)
        return np.linalg.solve(np.eye(3) - alpha * cross, torque)

    def crossing(t, m):
        return m[1]
    crossing.direction = 1
    start = [np.sin(tilt), 0.0, np.cos(tilt)]
    run = solve_ivp(rate, (0, t_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-13, events=crossing)
    times = run.t_events[0][1:]
    mx = run.y_events[0][1:, 0]
    assert len(times) > 4
    assert np.all(mx > 0)      # counterclockwise seen from +z
    span = times[-1] - times[0]
    return (len(times) - 1) / span, np.log(mx[0] / mx[-1]) / span


# Ideal sphere, and the same sphere with a second cubic constant
N_sphere = demag_factors([1, 1, 1])
assert np.allclose(N_sphere, 1 / 3, atol=1e-7)
f_sim, decay_free = precess(0.002, N_sphere)
assert abs(f_sim / f_formula - 1) < 1e-4
f_K2, _ = precess(0.002, N_sphere, K2=K1)
assert abs(f_K2 / f_formula - 1) < 1e-4

# Small departures from a sphere, along the rest axis
shape_results = []
for strain in (0.01, -0.01):
    N_shape = demag_factors([1, 1, 1 + strain])
    delta_N = N_shape[0] - N_shape[2]
    assert abs(delta_N / (2 * strain / 5) - 1) < 0.02  # next order in strain
    shape_field = mu0 * M * delta_N
    f_shape = ghz_per_tesla * (B_A + shape_field)
    f_shape_sim, _ = precess(0.002, N_shape)
    assert abs(f_shape_sim / f_shape - 1) < 1e-4
    shape_results.append((strain, delta_N, shape_field, f_shape_sim))

# Damping: frequency and decay, tested at a value large enough to see
alpha_test = 0.05
f_damped, decay = precess(0.005, N_sphere, alpha=alpha_test)
assert abs(f_damped * (1 + alpha_test**2) / f_formula - 1) < 2e-4
assert abs(decay / (alpha_test * 2 * np.pi * f_damped) - 1) < 2e-3
linewidth_MHz = 2 * alpha_rough * f_formula * 1e3

# Finite angle: slowing by (9/4) theta^2 at leading order
angle_test = 0.05
f_angle, _ = precess(angle_test, N_sphere)
slowing = 1 - f_angle / f_formula
assert abs(slowing / (9 / 4 * angle_test**2) - 1) < 0.03

# Thermal angle in one well
volume = np.pi * diameter**3 / 6
kappa = K1 * volume / (const.k * temperature)


def mean_square_angle(stiffness):
    """Boltzmann average of theta^2 in the well around +z."""
    theta = np.linspace(0, np.pi / 4, 3001)[:, None]
    phi = (np.arange(64) * 2 * np.pi / 64)[None, :]
    s2 = np.sin(theta)**2
    e = s2 * np.cos(theta)**2 + s2**2 * np.sin(2 * phi)**2 / 4
    weight = np.exp(-stiffness * e) * np.sin(theta)
    return np.sum(weight * theta**2) / np.sum(weight)


assert abs(mean_square_angle(2000.0) * 2000.0 - 1) < 0.01
theta_rms = np.sqrt(1 / kappa)
theta_rms_full = np.sqrt(mean_square_angle(kappa))
f_thermal, _ = precess(theta_rms, N_sphere)

# Lowest pass out of the well: search its boundary mz = my >= mx >= 0
my = np.linspace(1 / np.sqrt(3), 1 / np.sqrt(2), 20001)
mx2 = np.maximum(1 - 2 * my**2, 0)
boundary = 2 * mx2 * my**2 + my**4
assert abs(boundary.min() - 0.25) < 1e-9
assert np.argmin(boundary) == len(my) - 1
barrier = kappa / 4
wait_ms = np.exp(barrier) / (f_formula * 1e9) * 1e3

# Curling limit: Bessel root against a Ritz calculation in odd powers of r
root = brentq(lambda x: spherical_jn(1, x, derivative=True), 1.5, 3.0)
p = np.array([1, 3, 5, 7, 9], dtype=float)
P, Q = np.meshgrid(p, p)
stiff = (P * Q + 2) / (P + Q + 1)
norm = 1 / (P + Q + 3)
ritz_root = np.sqrt(eigh(stiff, norm, eigvals_only=True)[0])
assert abs(ritz_root / root - 1) < 1e-5
stray_gain = mu0 * M**2 / 6
d_limit = 2 * root * np.sqrt(exchange / (stray_gain - K1))
assert diameter < d_limit

print(f"K1 = {K1/1e3:.1f} kJ/m^3")
print(f"M = {M/1e6:.2f} MA/m")
print(f"g = {g:.2f}")
print(f"g muB/h = {ghz_per_tesla:.3f} GHz/T")
print(f"anisotropy field 2K1/M = {B_A*1e3:.2f} mT")
print(f"anisotropy field, converted = {B_A*1e4:.0f} Oe")
print(f"resonance frequency, formula = {f_formula:.4f} GHz")
print(f"resonance frequency, integrated motion = {f_sim:.4f} GHz")
print(f"same with K2 = K1 added = {f_K2:.4f} GHz")
print(f"period = {1/f_formula:.4f} ns")
print(f"demagnetizing field of sphere mu0 M/3 = {mu0*M/3*1e3:.0f} mT")
for strain, delta_N, shape_field, f_shape in shape_results:
    print(f"axis length change {strain*100:+.0f} %: Nx-Nz = {delta_N:+.5f}")
    print(f"  shape field = {shape_field*1e3:+.2f} mT")
    print(f"  frequency = {f_shape:.3f} GHz")
    print(f"  relative change = {(f_shape/f_formula-1)*100:+.1f} %")
print(f"rough real g = {g_rough:.2f}")
print(f"frequency with rough real g = {f_formula*g_rough/g:.3f} GHz")
print(f"rough damping alpha = {alpha_rough:.3f}")
print(f"full linewidth 2 alpha f = {linewidth_MHz:.1f} MHz")
print(f"test damping = {alpha_test:.2f}")
print(f"frequency at test damping = {f_damped:.4f} GHz")
print(f"decay rate at test damping = {decay:.4f} 1/ns")
print(f"particle diameter = {diameter*1e9:.0f} nm")
print(f"particle volume = {volume*1e27:.0f} nm^3")
print(f"temperature = {temperature:.0f} K")
print(f"K1 V/kT = {kappa:.1f}")
print(f"rms thermal angle, harmonic = {np.degrees(theta_rms):.2f} deg")
print(f"rms thermal angle, full well = {np.degrees(theta_rms_full):.2f} deg")
print(f"frequency started at harmonic rms angle = {f_thermal:.3f} GHz")
print(f"  relative change = {(f_thermal/f_formula-1)*100:+.1f} %")
print(f"  leading-order estimate = {-9/4*theta_rms**2*100:+.1f} %")
print(f"barrier K1 V/(4kT) = {barrier:.1f}")
print(f"rough waiting time between hops = {wait_ms:.2f} ms")
print(f"rough exchange stiffness = {exchange*1e12:.0f} pJ/m")
print(f"first root of j1'(x) = {root:.4f}")
print(f"mu0 M^2/6 = {stray_gain/1e3:.0f} kJ/m^3")
print(f"largest diameter for stable uniform state = {d_limit*1e9:.1f} nm")
print("verified")
```

Running it gives:

```
K1 = 48.0 kJ/m^3
M = 1.71 MA/m
g = 2.00
g muB/h = 27.992 GHz/T
anisotropy field 2K1/M = 56.14 mT
anisotropy field, converted = 561 Oe
resonance frequency, formula = 1.5715 GHz
resonance frequency, integrated motion = 1.5715 GHz
same with K2 = K1 added = 1.5715 GHz
period = 0.6363 ns
demagnetizing field of sphere mu0 M/3 = 716 mT
axis length change +1 %: Nx-Nz = +0.00397
  shape field = +8.54 mT
  frequency = 1.811 GHz
  relative change = +15.2 %
axis length change -1 %: Nx-Nz = -0.00403
  shape field = -8.65 mT
  frequency = 1.329 GHz
  relative change = -15.4 %
rough real g = 2.09
frequency with rough real g = 1.642 GHz
rough damping alpha = 0.005
full linewidth 2 alpha f = 15.7 MHz
test damping = 0.05
frequency at test damping = 1.5676 GHz
decay rate at test damping = 0.4925 1/ns
particle diameter = 20 nm
particle volume = 4189 nm^3
temperature = 300 K
K1 V/kT = 48.5
rms thermal angle, harmonic = 8.22 deg
rms thermal angle, full well = 8.72 deg
frequency started at harmonic rms angle = 1.500 GHz
  relative change = -4.6 %
  leading-order estimate = -4.6 %
barrier K1 V/(4kT) = 12.1
rough waiting time between hops = 0.12 ms
rough exchange stiffness = 20 pJ/m
first root of j1'(x) = 2.0816
mu0 M^2/6 = 612 kJ/m^3
largest diameter for stable uniform state = 24.8 nm
verified
```
